# Why tilting a horizontal susceptor evens out the deposition rate: test program

```python
# RESULT UNDER TEST
# In a gap h = H - t*x above a fully absorbing susceptor, developed laminar
# transport gives a deposition rate J ~ h**(Lam*D/(Q*t) - 1).  The slope
# t = Lam*D/Q therefore makes J uniform.  The film thickness is h/Lam.
# H: inlet gap, x: distance from leading edge, D: diffusivity, Q: volume flow
# per unit width, Lam: lowest eigenvalue of f'' + Lam*g*f = 0 with f(0)=0,
# f'(1)=0, where g(eta) is velocity/mean velocity and eta = height/gap.
# Lengths are in cm and times in s unless a name says otherwise.
import numpy as np
import sympy as sp
import scipy.sparse as sparse
from scipy.sparse.linalg import spsolve
from scipy.linalg import eigh, solve_banded
from scipy.integrate import (solve_bvp, solve_ivp, quad, trapezoid,
                             cumulative_trapezoid)
from scipy import constants as const

# ---------- inputs: rough typical values for low-pressure GaAs growth -------
gap, speed, pressure_torr = 2.0, 100.0, 150.0
t_hot, t_cold, t_ref = 950.0, 450.0, 700.0
wafer_start, wafer_end = 5.0, 10.0
mole_fraction = 1e-4
diff_300 = 0.4            # cm2/s, trimethylgallium in H2, 300 K, 760 Torr
visc_300 = 8.9e-6         # Pa s, hydrogen at 300 K
prandtl, sticking, soret = 0.7, 0.1, 1.0
lattice_nm = 0.565        # GaAs cubic cell edge
pressure = pressure_torr * const.torr
diff = diff_300 * (t_ref / 300)**1.7 * 760 / pressure_torr
density = pressure * 2.016e-3 / (const.R * t_ref)
visc_kin = visc_300 * (t_ref / 300)**0.7 / density * 1e4
flow = speed * gap

# ---------- spectral eigenvalue solver on 0 < eta < 1 -----------------------
nbasis = 40
nodes, wts = np.polynomial.legendre.leggauss(120)
eta_q, w_q = (nodes + 1) / 2, wts / 2
leg = np.polynomial.legendre.legvander(nodes, nbasis)
dbasis = leg[:, :nbasis]
basis = np.empty_like(dbasis)
basis[:, 0] = eta_q
for i in range(1, nbasis):
    basis[:, i] = (leg[:, i + 1] - leg[:, i - 1]) / (2 * (2 * i + 1))


def parabola(eta):
    return 6 * eta * (1 - eta)


def modes(weight, stiffness=1.0, shift=0.0):
    """Eigenvalues and inlet overlaps of (p f')' + shift*f + lam*w*f = 0."""
    stiff = dbasis.T @ (dbasis * (w_q * stiffness)[:, None])
    stiff = stiff - shift * basis.T @ (basis * w_q[:, None])
    mass = basis.T @ (basis * (w_q * weight)[:, None])
    inv_lam, vec = eigh(mass, stiff)
    inv_lam, vec = inv_lam[::-1][:20], vec[:, ::-1][:, :20]
    return 1 / inv_lam, (w_q * weight) @ basis @ vec


lam, overlap = modes(parabola(eta_q))
Lam = lam[0]
plug = modes(np.ones_like(eta_q))[0][0]
assert abs(plug - np.pi**2 / 4) < 1e-9


def wall_gradient(s):
    return np.exp(-np.multiply.outer(s, lam)) @ (overlap**2 * lam**2)


def bulk(s):
    return np.exp(-np.multiply.outer(s, lam)) @ (overlap**2 * lam)


def depth(slope, x, q=flow):
    if slope == 0:
        return diff * x / (q * gap)
    return diff / (q * slope) * np.log(gap / (gap - slope * x))


def rate(slope, x, q=flow):
    """Wall flux divided by inlet concentration, cm/s."""
    return diff / (gap - slope * x) * wall_gradient(depth(slope, x, q))


def spread(values):
    return (values.max() - values.min()) / values.mean()


slope = Lam * diff / flow
wafer = np.linspace(wafer_start, wafer_end, 201)

# ---------- symbolic test of the mapping, arbitrary gap shape ---------------
X, Y, QQ, DD, LL = sp.symbols('X Y QQ DD LL', positive=True)
hh, ss = sp.Function('hh')(X), sp.Function('ss')(X)
ratio = Y / hh
# f = eta*(3-eta^2) solves f'' + LL*g*f = 0 for g = 6/(LL*(3-eta^2))
stream = QQ * 6 / LL * sp.atanh(ratio / sp.sqrt(3)) / sp.sqrt(3)
conc = ratio * (3 - ratio**2) * sp.exp(-LL * ss)
residual = (sp.diff(stream, Y) * sp.diff(conc, X)
            - sp.diff(stream, X) * sp.diff(conc, Y)
            - DD * sp.diff(conc, Y, 2))
residual = residual.subs(sp.Derivative(ss, X), DD / (QQ * hh))
assert sp.simplify(residual) == 0

# ---------- species balance along the tilted wafer --------------------------
consumed = quad(lambda x: float(rate(slope, x)), wafer_start, wafer_end)[0]
bulk_start, bulk_end = (float(bulk(depth(slope, x)))
                        for x in (wafer_start, wafer_end))
assert abs(consumed / flow - (bulk_start - bulk_end)) < 1e-7


# ---------- direct marching at constant gap, optional side convergence ------
def march(q, length, side_slope=0.0, dx=0.01, ny=150):
    dy = gap / ny
    y = (np.arange(ny) + 0.5) * dy
    shape = parabola(y / gap)
    c = np.ones(ny)
    flux, mean = [], []
    for k in range(int(round(length / dx))):
        width = 1 - side_slope * (k + 0.5) * dx / gap
        u = q / (gap * width) * shape
        band = np.zeros((3, ny))
        band[0, 1:] = band[2, :-1] = -diff / dy**2
        band[1] = u / dx + 2 * diff / dy**2
        band[1, 0] += diff / dy**2
        band[1, -1] -= diff / dy**2
        c = solve_banded((1, 1), band, u / dx * c)
        flux.append(2 * diff * c[0] / dy)
        mean.append((shape * c).sum() / shape.sum())
    return np.array(flux), np.array(mean)


def at(x, dx=0.01):
    return int(round(x / dx)) - 1


flux_1, mean_1 = march(flow, 40)
flux_2, mean_2 = march(2 * flow, 40)
flux_side, mean_side = march(flow, 10, side_slope=slope)
film_number_1 = flux_1[-1] * gap / (diff * mean_1[-1])
film_number_2 = flux_2[-1] * gap / (diff * mean_2[-1])
assert abs(film_number_1 / Lam - 1) < 0.005
assert abs(film_number_2 / Lam - 1) < 0.005
for x in (wafer_start, wafer_end):
    assert abs(flux_1[at(x)] / rate(0, x) - 1) < 0.01
    s_side = diff / (flow * gap) * (x - slope * x**2 / (2 * gap))
    assert abs(flux_side[at(x)] * gap / diff / wall_gradient(s_side) - 1) < 0.01
entry_gain = flux_2[at(0.5)] / flux_1[at(0.5)]
assert abs(entry_gain - 2**(1 / 3)) < 0.03
end_ratio_flat = flux_1[at(wafer_end)] / flux_1[at(wafer_start)]
end_ratio_side = flux_side[at(wafer_end)] / flux_side[at(wafer_start)]
end_ratio_tilt = rate(slope, wafer_end) / rate(slope, wafer_start)
end_ratio_fast = (rate(slope, wafer_end, 2 * flow)
                  / rate(slope, wafer_start, 2 * flow))
assert end_ratio_flat < end_ratio_side < end_ratio_tilt
assert end_ratio_side < 0.95 and end_ratio_fast > 1


# ---------- two-dimensional wedge solution with streamwise diffusion --------
def wedge(angle, profile, n_xi=500, n_eta=60, xi_max=1.5):
    """xi = ln(inlet radius/radius); returns xi and relative wall flux."""
    dxi, de = xi_max / n_xi, 1 / n_eta
    eta = np.arange(1, n_eta + 1) * de
    g = profile(eta)
    cross = sparse.diags([np.ones(n_eta - 1), -2 * np.ones(n_eta),
                          np.ones(n_eta - 1)], [-1, 0, 1]).tolil()
    cross[-1, -2] = 2
    cross = cross.tocsr() / de**2
    second = sparse.diags([np.ones(n_xi - 1), -2 * np.ones(n_xi),
                           np.ones(n_xi - 1)], [-1, 0, 1]).tolil()
    second[-1, :] = 0
    first = sparse.diags([-0.5 * np.ones(n_xi - 1), 0.5 * np.ones(n_xi - 1)],
                         [-1, 1]).tolil()
    first[-1, -2], first[-1, -1] = -1, 1
    second, first = second.tocsr() / dxi**2, first.tocsr() / dxi
    pe = angle * flow / diff
    matrix = (sparse.kron(second, angle**2 * sparse.identity(n_eta))
              + sparse.kron(sparse.identity(n_xi), cross)
              - sparse.kron(first, sparse.diags(pe * g)))
    rhs = np.zeros((n_xi, n_eta))
    rhs[0] = -(angle**2 / dxi**2 + pe * g * 0.5 / dxi)
    c = spsolve(matrix.tocsc(), rhs.ravel()).reshape(n_xi, n_eta)
    xi = np.arange(1, n_xi + 1) * dxi
    return xi, c[:, 0] / de * np.exp(xi)


def late_exponent(xi, flux):
    """d ln(flux)/d ln(gap) far beyond the entry region."""
    a, b = np.searchsorted(xi, [1.2, 1.35])
    return -np.log(flux[b] / flux[a]) / (xi[b] - xi[a])


xi, flux_2d = wedge(slope, parabola)
exponent_full = late_exponent(xi, flux_2d)
exponent_half = late_exponent(*wedge(slope / 2, parabola))
assert abs(exponent_full) < 0.02
assert abs(exponent_half - 1) < 0.03
x_2d = gap * (1 - np.exp(-xi)) / slope
compare = np.interp(wafer, x_2d, flux_2d * diff / gap) / rate(slope, wafer)
shape_error = np.abs(compare / compare.mean() - 1).max()
assert shape_error < 0.02

# ---------- wedge angle with inertia and streamwise diffusion ---------------
angle = slope
mesh = np.linspace(0, 1, 41)
for _ in range(10):
    inertia = angle * flow / visc_kin

    def ode(z, y, p):
        return np.vstack([y[1], p[0] + inertia * y[0]**2
                          - 4 * angle**2 * y[0], y[0]])

    def ends(a, b, p):
        return np.array([a[0], b[0], a[2], b[2] - 1])

    guess = np.vstack([parabola(mesh), 6 - 12 * mesh,
                       3 * mesh**2 - 2 * mesh**3])
    sol = solve_bvp(ode, ends, mesh, guess, p=[-12.0], tol=1e-7)
    assert sol.success
    Lam_wedge = modes(sol.sol(eta_q)[0], shift=angle**2)[0][0]
    angle = Lam_wedge * diff / flow
exponent_wedge = late_exponent(*wedge(angle, lambda z: sol.sol(z)[0]))
assert abs(exponent_wedge) < 0.004


# ---------- temperature-dependent properties and thermal diffusion ----------
def thermal_number(hot, cold, factor):
    z = np.linspace(0, 1, 4001)
    temp = (hot**1.7 + (cold**1.7 - hot**1.7) * z)**(1 / 1.7)
    prop = (temp / t_ref)**0.7
    centre = trapezoid(z / prop, z) / trapezoid(1 / prop, z)
    vel = cumulative_trapezoid((centre - z) / prop, z, initial=0)
    mass_flux = vel / temp
    mass_flux /= trapezoid(mass_flux, z)
    bias = (temp / t_ref)**(-factor)
    value = modes(np.interp(eta_q, z, mass_flux * bias),
                  np.interp(eta_q, z, prop * bias))[0][0]
    dlog = np.gradient(np.log(temp), z, edge_order=2)

    def shoot(e, y):
        p, m, d = (np.interp(e, z, a) for a in (prop, mass_flux, dlog))
        return [y[1] / p - factor * y[0] * d, -value * m * y[0]]

    end = solve_ivp(shoot, (0, 1), [0, 1], rtol=1e-7, atol=1e-9,
                    max_step=0.02).y[1, -1]
    assert abs(end) < 1e-3
    return value


assert abs(thermal_number(t_ref, t_ref, 0) / Lam - 1) < 1e-4
Lam_prop = thermal_number(t_hot, t_cold, 0.0)
Lam_soret = thermal_number(t_hot, t_cold, soret)
gap_start, gap_end = gap - slope * wafer_start, gap - slope * wafer_end
mismatch = (gap_end / gap_start)**(Lam_soret / Lam - 1)

# ---------- other neglected effects -----------------------------------------
heat_diff = visc_kin / prandtl
heat_lam = 4 * modes(parabola(eta_q / 2))[0][0]
heat_left = np.exp(-heat_lam * heat_diff / diff * depth(slope, wafer_start))
buoy = const.g * 100 * (t_hot - t_cold) / t_ref * gap**3
rayleigh = buoy / (visc_kin * heat_diff)
reynolds = flow / visc_kin
richardson = buoy / visc_kin**2 / reynolds**2
thermal_speed = 100 * np.sqrt(8 * const.R * t_hot / (np.pi * 0.1148))
surface_speed = sticking * thermal_speed / 4
surface_share = Lam * diff / gap_end / surface_speed

# ---------- best slope for the finite wafer, growth rate --------------------
trial = slope * np.linspace(0.8, 1.6, 401)
spreads = np.array([spread(rate(t, wafer)) for t in trial])
best = trial[spreads.argmin()]
spread_flat, spread_tilt = spread(rate(0, wafer)), spread(rate(slope, wafer))
assert spreads.min() < spread_tilt < spread_flat
inlet_conc = mole_fraction * pressure / (const.R * t_ref) * 1e-6
molar_volume = const.N_A * (lattice_nm * 1e-7)**3 / 4
to_um_h = inlet_conc * molar_volume * 1e4 * 3600
slm = flow * 10 * 60 / 1000 * pressure_torr / 760 * 273.15 / t_ref


def deg(t):
    return np.degrees(np.arctan(t))


print(f"inlet gap {gap:.1f} cm; mean speed {speed:.0f} cm/s at {t_ref:.0f} K")
print(f"pressure {pressure_torr:.0f} Torr; TMGa mole fraction {mole_fraction:.1e}")
print(f"susceptor {t_hot:.0f} K; ceiling {t_cold:.0f} K")
print(f"wafer from {wafer_start:.0f} to {wafer_end:.0f} cm")
print(f"diffusivity at 300 K, 760 Torr (rough) {diff_300:.1f} cm2/s")
print(f"diffusivity D in reactor {diff:.2f} cm2/s")
print(f"kinematic viscosity {visc_kin:.1f} cm2/s")
print(f"flow per width Q {flow:.0f} cm2/s; for 10 cm width {slm:.1f} slm")
print(f"film number Lam {Lam:.4f}; plug flow {plug:.4f}")
print(f"second eigenvalue {lam[1]:.2f}; ratio to first {lam[1]/Lam:.2f}")
print(f"cancelling slope {slope:.4f}; angle {deg(slope):.2f} deg")
print(f"gap at wafer start, end {gap_start:.3f}, {gap_end:.3f} cm")
print(f"film at wafer start, end {10*gap_start/Lam:.2f}, {10*gap_end/Lam:.2f} mm")
print(f"speed at wafer start, end {flow/gap_start:.0f}, {flow/gap_end:.0f} cm/s")
print(f"bulk fraction left at wafer start, end {bulk_start:.3f}, {bulk_end:.3f}")
print(f"depth s at wafer start: flat {depth(0, wafer_start):.3f}, "
      f"tilted {depth(slope, wafer_start):.3f}")
for x in (5.0, 7.5, 10.0):
    print(f"growth at {x:.1f} cm: flat {rate(0, x)*to_um_h:.2f}, "
          f"tilted {rate(slope, x)*to_um_h:.2f} um/h")
print(f"wafer (max-min)/mean: flat {100*spread_flat:.1f} %, "
      f"tilted {100*spread_tilt:.1f} %")
print(f"best wafer angle {deg(best):.2f} deg; spread {100*spreads.min():.1f} %")
print(f"marched film number: flow Q {film_number_1:.3f}, 2Q {film_number_2:.3f}")
print(f"rate gain at 0.5 cm on doubling flow {entry_gain:.3f}")
print(f"end/start rate, flat channel {end_ratio_flat:.3f}")
print(f"end/start rate, converging side walls {end_ratio_side:.3f}")
print(f"end/start rate, tilted {end_ratio_tilt:.3f}")
print(f"end/start rate, same tilt at 2Q {end_ratio_fast:.3f}")
print(f"2D exponent of gap: full tilt {exponent_full:.4f}, "
      f"half tilt {exponent_half:.4f}")
print(f"2D versus thin-gap wafer shape, max difference {100*shape_error:.2f} %")
print(f"2D/thin-gap mean wafer rate {compare.mean():.3f}")
print(f"inertia parameter {inertia:.3f}; Reynolds number {reynolds:.2f}")
print(f"Lam with inertia and streamwise diffusion {Lam_wedge:.4f}")
print(f"angle with both {np.degrees(angle):.2f} deg")
print(f"2D exponent at that angle {exponent_wedge:.5f}")
print(f"Lam with variable properties {Lam_prop:.3f}; "
      f"angle {deg(Lam_prop*diff/flow):.2f} deg")
print(f"thermal diffusion factor (rough) {soret:.1f}")
print(f"Lam with thermal diffusion too {Lam_soret:.3f}; "
      f"angle {deg(Lam_soret*diff/flow):.2f} deg")
print(f"end/start developed rate if isothermal tilt is kept {mismatch:.3f}")
print(f"thermal entry factor at wafer start {heat_left:.3f}")
print(f"Rayleigh number {rayleigh:.1f}; Gr/Re^2 {richardson:.3f}")
print(f"sticking (rough) {sticking:.1f}; surface speed {surface_speed:.0f} cm/s")
print(f"surface/film resistance at wafer end {100*surface_share:.2f} %")
print("checks complete")
```

Output:

```
inlet gap 2.0 cm; mean speed 100 cm/s at 700 K
pressure 150 Torr; TMGa mole fraction 1.0e-04
susceptor 950 K; ceiling 450 K
wafer from 5 to 10 cm
diffusivity at 300 K, 760 Torr (rough) 0.4 cm2/s
diffusivity D in reactor 8.56 cm2/s
kinematic viscosity 23.2 cm2/s
flow per width Q 200 cm2/s; for 10 cm width 9.2 slm
film number Lam 2.4304; plug flow 2.4674
second eigenvalue 23.59; ratio to first 9.71
cancelling slope 0.1040; angle 5.94 deg
gap at wafer start, end 1.480, 0.960 cm
film at wafer start, end 6.09, 3.95 mm
speed at wafer start, end 135, 208 cm/s
bulk fraction left at wafer start, end 0.666, 0.430
depth s at wafer start: flat 0.107, tilted 0.124
growth at 5.0 cm: flat 2.58, tilted 3.28 um/h
growth at 7.5 cm: flat 2.16, tilted 3.16 um/h
growth at 10.0 cm: flat 1.87, tilted 3.13 um/h
wafer (max-min)/mean: flat 32.3 %, tilted 4.6 %
best wafer angle 6.49 deg; spread 1.9 %
marched film number: flow Q 2.430, 2Q 2.431
rate gain at 0.5 cm on doubling flow 1.275
end/start rate, flat channel 0.726
end/start rate, converging side walls 0.799
end/start rate, tilted 0.955
end/start rate, same tilt at 2Q 1.074
2D exponent of gap: full tilt -0.0040, half tilt 0.9918
2D versus thin-gap wafer shape, max difference 0.41 %
2D/thin-gap mean wafer rate 1.007
inertia parameter 0.891; Reynolds number 8.60
Lam with inertia and streamwise diffusion 2.4210
angle with both 5.94 deg
2D exponent at that angle 0.00033
Lam with variable properties 2.405; angle 5.88 deg
thermal diffusion factor (rough) 1.0
Lam with thermal diffusion too 1.853; angle 4.53 deg
end/start developed rate if isothermal tilt is kept 1.108
thermal entry factor at wafer start 0.027
Rayleigh number 7.3; Gr/Re^2 0.140
sticking (rough) 0.1; surface speed 1046 cm/s
surface/film resistance at wafer end 2.07 %
checks complete
```
